# The Meir–Wingreen current and its transmission limit, with a germanium contact

**Q.** You want the steady current through a contact region whose electrons interact. Scattering theory gives a transmission probability for one electron at a time. What is even well defined here?

**A.** The rate at which a lead loses particles. Let the region C have orbitals with operators $d_n$ and any number-conserving Hamiltonian $H_C$. Two leads $\alpha=L,R$ have noninteracting states $k$ of energy $\varepsilon_k$, and

$$H=H_C+\sum_k\varepsilon_k c_k^\dagger c_k+\sum_{kn}\left(V_{kn}c_k^\dagger d_n+V_{kn}^*d_n^\dagger c_k\right).$$

Interactions act inside C, not in the leads or across the couplings. The particle current from $L$ into C is $J_L=-d\langle N_L\rangle/dt$; the electric current is $-e$ times this.

Of the terms in $H$, the couplings to $L$ alone fail to commute with $N_L$. Since $[c_k^\dagger,N_L]=-c_k^\dagger$ and $[c_k,N_L]=c_k$,

$$\frac{dN_L}{dt}=\frac{i}{\hbar}[H,N_L]=\frac{i}{\hbar}\sum_{k\in L,n}\left(-V_{kn}c_k^\dagger d_n+V_{kn}^*d_n^\dagger c_k\right).$$

The two averages are complex conjugates, and $z-z^*=2i\,\mathrm{Im}\,z$. Hence

$$J_L=-\frac{2}{\hbar}\,\mathrm{Im}\sum_{k\in L,n}V_{kn}\langle c_k^\dagger d_n\rangle .$$

**Q.** That average mixes a lead operator with an interacting one. Surely you now need perturbation theory in the interaction.

**A.** No, because the lead operator obeys a linear equation, $i\hbar\dot c_k=\varepsilon_kc_k+\sum_mV_{km}d_m$, whatever $H_C$ is. Let the couplings be switched on at $t=0$. Integrating and taking the adjoint gives

$$c_k^\dagger(t)=e^{i\varepsilon_kt/\hbar}c_k^\dagger(0)+\frac{i}{\hbar}\sum_mV_{km}^*\int_0^tds\,e^{i\varepsilon_k(t-s)/\hbar}d_m^\dagger(s).\tag{1}$$

Define two functions of the region:

$$G^r_{nm}(t,s)=-\frac{i}{\hbar}\theta(t-s)\langle\{d_n(t),d_m^\dagger(s)\}\rangle,\qquad G^<_{nm}(t,s)=\frac{i}{\hbar}\langle d_m^\dagger(s)d_n(t)\rangle.$$

The first describes how the region propagates an added electron or hole; the second records occupation. Multiplying (1) by $d_n(t)$ and averaging,

$$\langle c_k^\dagger d_n\rangle_t=e^{i\varepsilon_kt/\hbar}\langle c_k^\dagger(0)d_n(t)\rangle+\sum_mV_{km}^*\int_0^tds\,e^{i\varepsilon_k(t-s)/\hbar}G^<_{nm}(t,s).\tag{2}$$

**Q.** The first term still contains $d_n(t)$, which has evolved under the full interacting Hamiltonian. You cannot use Wick's theorem on it.

**A.** I need just the thermal state of the lead. Before $t=0$ the parts are uncoupled, so the density operator has a factor $e^{-x_kn_k}$, with $n_k=c_k^\dagger c_k$, $x_k=(\varepsilon_k-\mu_L)/k_BT$. Its other factors act on other orbitals and conserve particle number, so they contain only even products of fermion operators and commute with $c_k^\dagger$. From $n_kc_k^\dagger=c_k^\dagger(n_k+1)$ follows $\rho c_k^\dagger=e^{-x_k}c_k^\dagger\rho$. For any operator $X$, cyclicity of the trace then gives

$$\langle c_k^\dagger(0)X\rangle=e^{-x_k}\langle Xc_k^\dagger(0)\rangle .$$

Adding $\langle Xc_k^\dagger(0)\rangle=e^{x_k}\langle c_k^\dagger(0)X\rangle$ to $\langle c_k^\dagger(0)X\rangle$ yields

$$\langle c_k^\dagger(0)X\rangle=f_k\langle\{c_k^\dagger(0),X\}\rangle,\qquad f_k=\frac1{e^{x_k}+1}.$$

Set $X=d_n(t)$, and use (1) once more to express $c_k^\dagger(0)$ through operators at later times. The anticommutator $\{c_k^\dagger(t),d_n(t)\}$ vanishes, because equal-time operators of different orbitals anticommute. What remains is

$$e^{i\varepsilon_kt/\hbar}\langle\{c_k^\dagger(0),d_n(t)\}\rangle=-\frac{i}{\hbar}\sum_mV_{km}^*\int_0^tds\,e^{i\varepsilon_k(t-s)/\hbar}\langle\{d_m^\dagger(s),d_n(t)\}\rangle.$$

The factor $-i/\hbar$ and the anticommutator form $G^r$. Equation (2) becomes

$$\langle c_k^\dagger d_n\rangle_t=\sum_mV_{km}^*\int_0^tds\,e^{i\varepsilon_k(t-s)/\hbar}\left[f_kG^r_{nm}(t,s)+G^<_{nm}(t,s)\right].\tag{3}$$

No step restricted $H_C$ or required a large lead.

**Q.** Then a small interacting system should obey it at a finite time. Does it?

**A.** Take seven spinless sites: three in $L$, two in C, two in $R$. Let the sites of C repel with $U=4$ in the model's energy unit. Exact many-body evolution to $t=1.7$, with $\hbar=1$, gives $-d\langle N_L\rangle/dt=0.0322152$. Equation (3), with Green functions computed from the same many-body states, gives $0.0322152$. At $U=0$ the current is $0.0288199$, so the interaction does affect the number being tested.

**Q.** You still have two times. How does a steady current become an energy integral?

**A.** Let the leads become infinite with continuous spectra, and assume that a steady state is reached. Then the functions depend on $\tau=t-s$. Define

$$\Gamma^L_{mn}(E)=2\pi\sum_{k\in L}V_{km}^*V_{kn}\delta(E-\varepsilon_k),\qquad G(E)=\int d\tau\,e^{iE\tau/\hbar}G(\tau).$$

Replacing the sum over $k$ in the current by an energy integral gives

$$J_L=-\frac2\hbar\,\mathrm{Im}\int\frac{dE}{2\pi}\int_0^\infty d\tau\,e^{iE\tau/\hbar}\,\mathrm{Tr}\,\Gamma^L(E)\left[f_L(E)G^r(\tau)+G^<(\tau)\right].$$

Since $G^r(\tau)$ vanishes for negative $\tau$, its half-range integral is $G^r(E)$. With $G^a=(G^r)^\dagger$ and Hermitian $\Gamma^L$,

$$\mathrm{Im}\,\mathrm{Tr}\,\Gamma^LG^r=\frac1{2i}\mathrm{Tr}\,\Gamma^L(G^r-G^a).$$

For the lesser term put $g(\tau)=\mathrm{Tr}\,\Gamma^LG^<(\tau)$. The definition of $G^<$ implies $g(-\tau)=-g(\tau)^*$. The negative-time half of the Fourier integral is therefore minus the conjugate of the positive half:

$$g(E)=2i\,\mathrm{Im}\int_0^\infty d\tau\,e^{iE\tau/\hbar}g(\tau).$$

Both terms carry $1/(2i)$. Since $-2/(2i)=i$ and $2\pi\hbar=h$,

$$\boxed{J_L=\frac{i}{h}\int dE\,\mathrm{Tr}\,\Gamma^L\left\{f_L(G^r-G^a)+G^<\right\}}\tag{4}$$

This is the Meir–Wingreen formula. With the spectral matrix $A=i(G^r-G^a)$, the first term is $f_LA$: electrons offered by the lead, weighted by the states available. The second, $iG^<$, is minus the occupied spectral density and subtracts the return flow. Pauli blocking is contained in this difference.

**Q.** The formula singles out one lead. Where is current conservation, and where is $f_L-f_R$?

**A.** In a steady state $dN_C/dt=J_L+J_R=0$. An approximate $G^<$ must respect this, or the two leads give different answers.

There is a special case with $f_L-f_R$ even for interacting electrons. Suppose $\Gamma^L=\lambda\Gamma^R$, with $\lambda$ independent of energy. Conservation allows $J=yJ_L-(1-y)J_R$ for any constant $y$. In this combination $G^<$ is multiplied by $[y\lambda-(1-y)]\Gamma^R$, which vanishes for $y=1/(1+\lambda)$. The remaining terms have the common weight $\lambda/(1+\lambda)$, so

$$J=\frac1h\int dE\,(f_L-f_R)\,\frac{\lambda}{1+\lambda}\mathrm{Tr}\,\Gamma^RA.\tag{5}$$

For one orbital the coupling factor is $\Gamma^L\Gamma^R/(\Gamma^L+\Gamma^R)$. This is not a fixed transmission probability: $A$ can depend on both Fermi functions through the interaction. The constant $\lambda$ is needed because conservation applies to the integral, not to each energy separately.

**Q.** Give me a case where that dependence on occupation is visible.

**A.** Consider a spin-degenerate level $\varepsilon$ with repulsion $U$, coupled weakly enough that its broadening is small compared with $k_BT$. Let $P_0,P_\uparrow,P_\downarrow,P_2$ be the state probabilities. A spin-up electron can be added or removed at energy $\varepsilon$ when spin down is absent, with weight $P_0+P_\uparrow$. At $\varepsilon+U$ the weight is $P_\downarrow+P_2$. Inserting $A_\uparrow=2\pi\sum_iw_i\delta(E-E_i)$ in (5), and doubling for spin,

$$J=\frac2\hbar\frac{\Gamma^L\Gamma^R}{\Gamma^L+\Gamma^R}\sum_iw_i\left[f_L(E_i)-f_R(E_i)\right].$$

For $\varepsilon=-0.5$, $U=4$, $\Gamma^L=0.02$, $\Gamma^R=0.05$ and $\mu_{L,R}=\pm2$, all in units of $k_BT$, a four-state rate equation gives $0.0164526\,k_BT/\hbar$. The spectral formula gives the same printed value. Both treat the level as infinitely narrow. At $U=0$, where the current can be computed exactly, this overstates it by $1.3\%$ for the same level, widths and bias. The weights come from the nonequilibrium probabilities, so knowing the level energies alone does not determine the current.

**Q.** Now remove the interaction. Why must the unknown $G^<$ turn into a transmission?

**A.** With $H_C=\sum_{nm}h_{nm}d_n^\dagger d_m$, the region's equation is also linear. Substitute the solution for $c_k(t)$ into it:

$$i\hbar\dot d_n=\sum_mh_{nm}d_m+\sum_m\int_0^tds\,\Sigma^r_{nm}(t-s)d_m(s)+\xi_n(t),$$

$$\xi_n(t)=\sum_kV_{kn}^*e^{-i\varepsilon_kt/\hbar}c_k(0),\qquad \Sigma^r_{nm}(E)=\sum_k\frac{V_{kn}^*V_{km}}{E-\varepsilon_k+i0}.$$

Thus $G^r=(E-h-\Sigma^r)^{-1}$. The imaginary part of the denominator gives $\Sigma^r-\Sigma^a=-i(\Gamma^L+\Gamma^R)$.

If there are no bound states, the initial operators of C decay, leaving $d=\int G^r\xi$. With $k$ running over both leads, the source has correlation

$$\frac{i}{\hbar}\langle\xi_m^\dagger(s)\xi_n(t)\rangle=\frac{i}{\hbar}\sum_kV_{kn}^*V_{km}f_ke^{-i\varepsilon_k(t-s)/\hbar}.$$

Its Fourier transform contains $2\pi\hbar\,\delta(E-\varepsilon_k)$ and equals $i(f_L\Gamma^L+f_R\Gamma^R)_{nm}$. Propagating both source operators therefore gives

$$G^<=iG^r(f_L\Gamma^L+f_R\Gamma^R)G^a.$$

The spectral difference follows from an inverse-matrix identity:

$$G^r-G^a=G^r\left[(G^a)^{-1}-(G^r)^{-1}\right]G^a=-iG^r(\Gamma^L+\Gamma^R)G^a.$$

Insert both in (4). The prefactor $i$ turns the braces into

$$f_LG^r(\Gamma^L+\Gamma^R)G^a-G^r(f_L\Gamma^L+f_R\Gamma^R)G^a=(f_L-f_R)G^r\Gamma^RG^a.$$

The $\Gamma^L$ terms cancel: an electron that enters from $L$ and returns to $L$ carries no net current. Hence

$$\boxed{J_L=\frac1h\int dE\,T(E)(f_L-f_R),\qquad T=\mathrm{Tr}\,\Gamma^LG^r\Gamma^RG^a}\tag{6}$$

For one level with energy-independent widths and no level shift, $T=\Gamma^L\Gamma^R/[(E-\varepsilon)^2+(\Gamma^L+\Gamma^R)^2/4]$. It reaches one at resonance for equal widths. With that resonance at the Fermi level, the conductance at zero temperature and small bias is $e^2/h$ per spin.

**Q.** You assumed that the initial condition is forgotten. Has (6) been compared with actual time evolution?

**A.** Yes, for a three-site region between two 250-site chains, starting with the parts disconnected. The lead hopping is one, $k_BT=0.1$ and $\mu_{L,R}=0.5,-0.3$. The current averaged between times 100 and 160 is $0.051296$ in units of hopping$/\hbar$; (6) also gives $0.051296$. Bound states outside the lead bands would retain initial information, and two or more of different energy could add persistent oscillations, so this agreement does not cover that case.

**Q.** Why not keep (6) for interacting electrons and use the interacting $G^r$ in it?

**A.** Because scattering inside C also supplies electrons. Where $G^r$ is invertible, define $\Sigma_U^<$ by

$$G^<=G^r\left[i(f_L\Gamma^L+f_R\Gamma^R)+\Sigma_U^<\right]G^a.$$

Let $\Sigma_U^{r,a}$ be the interaction self-energies and $\Gamma^U=i(\Sigma_U^r-\Sigma_U^a)$. The inverse-matrix identity now has $\Gamma^L+\Gamma^R+\Gamma^U$ in its middle. Repeating the cancellation leaves

$$J_L=\frac1h\int dE\left\{T(f_L-f_R)+\mathrm{Tr}\,\Gamma^LG^r\left[f_L\Gamma^U+i\Sigma_U^<\right]G^a\right\}.\tag{7}$$

The extra term compares electrons removed from coherent propagation with those fed back. In equilibrium $\Sigma_U^<=if\Gamma^U$ and it vanishes. Away from equilibrium it need not.

**Q.** Let me see this in a metal–semiconductor contact. A single lattice chain has no contact area.

**A.** Conserved transverse momentum supplies the area. Each $\mathbf k_\parallel$ is a channel with total energy $E_z+\varepsilon_\parallel$, where $\varepsilon_\parallel=\hbar^2k_\parallel^2/2m_\parallel$. For $g_v$ valleys and two spins, the small-bias conductance per area is

$$\frac GA=\frac{2g_ve^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\int dE_z\,T(E_z)\left[-f'(E_z+\varepsilon_\parallel)\right].$$

Use $d^2k_\parallel/(2\pi)^2=(m_\parallel/2\pi\hbar^2)d\varepsilon_\parallel$ after the angular integral. Integrating $-f'$ from $\varepsilon_\parallel=0$ to infinity gives $f(E_z)$, so

$$\frac GA=\frac{2g_ve^2}{h}\frac{m_\parallel}{2\pi\hbar^2}\int dE_z\,T(E_z)f(E_z).\tag{8}$$

I take the (100) face of n-type germanium at 300 K, with rough typical inputs: doping $N=5\times10^{19}$ cm$^{-3}$, barrier $0.55$ eV, relative permittivity 16, and valley masses $1.60$ and $0.08\,m_0$. The axis of each of the four valleys makes an angle with the normal whose squared cosine is $1/3$. With long and transverse masses $m_l,m_t$, the normal mass follows from $1/m_z=1/(3m_l)+2/(3m_t)$, which gives $m_z=0.117\,m_0$. The in-plane masses depend on direction, but the transverse density of states needs only their geometric mean $m_\parallel$. The determinant of the inverse-mass tensor factorizes, $1/(m_lm_t^2)=1/(m_zm_\parallel^2)$, so $m_\parallel=\sqrt{m_lm_t^2/m_z}=0.296\,m_0$. The Fermi level lies $83.5$ meV above the bulk band edge. For uniform doping and no mobile electrons in the barrier, Poisson's equation gives a parabola of width

$$W=\sqrt{\frac{2\epsilon(0.55+0.0835)\,\mathrm V}{eN}}=4.73\ \mathrm{nm}.$$

The lattice step is $0.25$ nm and the hopping $\hbar^2/(2m_za^2)=5.21$ eV. The metal is a simple band $3$ eV deep with the same masses, a substantial simplification.

**Q.** What resistance follows, and which electrons carry the current?

**A.** At the Fermi level and $k_\parallel=0$, $T=0.0145$. The prefactor in (8) is $1.91\times10^{-4}$ S eV$^{-1}$ nm$^{-2}$, and the energy integral is $8.63\times10^{-4}$ eV. Their product is $1.65\times10^{-7}$ S/nm$^2$, or $1.65\times10^7$ S/cm$^2$. An explicit integral over transverse momentum gives the same value to the printed digits. These digits belong to the $0.25$ nm step: as the step goes to zero, $T$ becomes $0.0153$ and the conductance $1.75\times10^7$ S/cm$^2$, about $6\%$ higher. The contact resistivity is

$$\rho_c=(G/A)^{-1}\approx6\times10^{-8}\ \Omega\,\mathrm{cm}^2.$$

The share above the barrier top prints as $0.000\%$. In this model the contact conducts by tunnelling, not by emission over the barrier.

**Q.** Even one digit looks optimistic. Which assumptions would a real contact break?

**A.** Several, and some matter at the level of tens of per cent. A barrier near half an electronvolt is a reasonable rough value for many metals on n-type germanium, where the Fermi level is pinned low in the gap; the doping is high, as a low-resistance contact requires. Real interfaces also have nonuniform doping, interface layers and a metal band structure absent here. The following factors multiply the conductance when one feature is changed and the other inputs are held fixed:

- Mobile-electron screening: $0.58$.
- Metal band depth doubled: $0.69$.
- Image force: $1.32$.
- Two-band dispersion under the barrier, with a rough 2 eV gap at the valley: $1.32$.
- Random dopant number, represented by two values: $1.20$.
- Lattice step halved: $1.05$ (step taken to zero: $1.06$).

Screening is the largest single correction among these. Mobile electrons reduce the positive charge in the barrier's tail. Integrating Poisson's equation from the bulk then gives a smaller slope at each barrier energy, hence a thicker barrier. By itself this raises $\rho_c$ to about $1.0\times10^{-7}\ \Omega\,\mathrm{cm}^2$. The factors should not be multiplied as though independent, and two of them depend on the lattice step. The metal-depth factor settles at $0.76$ as the step goes to zero. The image-force factor does not settle: the lattice cuts off the $1/x$ potential at the interface, and the factor rises by about $0.01$ each time the step is halved, so it is a size estimate only. The dopant estimate uses $NW^3=5.3$ dopants in a cube of side $W$, with relative spread $1/\sqrt{5.3}=43\%$; it is a size estimate, not an average over atomic configurations.

Operation at 360 K, with the bulk Fermi level recalculated, raises the conductance by $9\%$. A (111) face, counting its three light valleys and omitting the heavy one, raises it by $58\%$ at the same barrier height ($56\%$ as the lattice step goes to zero). Neither number includes a change in interface chemistry.

**Q.** All of that used the noninteracting formula. Do phonons make the extra term in (7) matter here?

**A.** I test one spin and one transverse channel, $k_\parallel=0$, at 50 mV forward bias. Each contact site couples to a local phonon of energy $\hbar\omega=37$ meV with model strength $M=45$ meV. Let $n_j=-iG^<_{jj}$ be the occupied spectral density and $p_j=A_{jj}-n_j$ the empty one. In the self-consistent Born approximation, with Bose occupation $N_B$, the in-scattering rate, expressed as an energy, is

$$S_j^{\rm in}(E)=M^2\left[(N_B+1)n_j(E+\hbar\omega)+N_Bn_j(E-\hbar\omega)\right].$$

The first term is phonon emission from above, the second absorption from below. The out-scattering rate is

$$S_j^{\rm out}(E)=M^2\left[(N_B+1)p_j(E-\hbar\omega)+N_Bp_j(E+\hbar\omega)\right].$$

Then $\Sigma_{U,jj}^<=iS_j^{\rm in}$ and $\Gamma^U_{jj}=S_j^{\rm in}+S_j^{\rm out}$. I omit the Hermitian part of the retarded self-energy, which would shift levels. Its energy-dependent part is up to about 2 meV in the barrier, and its static (Hartree) part reaches about 8.5 meV at the site next to the metal and 4.5 meV in the germanium tail. Including them raises the current about $3\%$ above the phonon-free value, or about $5\%$ with the static part, while the share missed by the transmission term below stays at $4.6\%$. The calculation therefore tests how the terms of (7) balance, not whether phonons raise or lower the current. Shifting the integration energy by $\hbar\omega$ shows $\int dE(S_j^{\rm in}p_j-S_j^{\rm out}n_j)=0$: a phonon changes an electron's energy without creating or destroying the electron.

**Q.** Does the calculation respect that balance, and how wrong is the transmission term?

**A.** The particle flow, multiplied by $e$, is $33.64$ nA out of germanium and $-33.64$ nA out of the metal. Their sum vanishes within the asserted relative tolerance of $10^{-5}$. Without phonons the current is $33.97$ nA on the same energy grid ($33.98$ nA on the coarser grid of the printed output), a difference of $1.0\%$. This small difference is not a prediction, because the omitted level shifts can reverse its sign.

The transmission term with the phonon-dressed $G^r$ gives $32.10$ nA. It misses $1.54$ nA, or $4.6\%$ of the full current. Relative to the phonon-free case, coherent transmission loses $1.87$ nA, while scattered electrons return $1.54$ nA of it. Keeping only the transmission term would count the whole $1.87$ nA as lost.

The phonon linewidth at the last germanium site is $5.5$ meV at the germanium Fermi level. Doubling the energy step changes the full current by about $0.02\%$, far less than the missing $4.6\%$. The size of the missing part belongs to this coupling, this single channel and the chosen length of the phonon region; it grows if more germanium sites are given phonons. Phonons that change transverse momentum are absent, and the result is not a phonon correction to the whole contact resistivity. The numerical output gives the remaining digits.

## Values computed for the example and the checks

```
Seven-site test, U=4: -dN_L/dt = 0.0322152 (hbar=1)
Seven-site test, U=4: Green-function formula = 0.0322152 (hbar=1)
Seven-site test, U=0: -dN_L/dt = 0.0288199 (hbar=1)
Repulsive level: rate-equation current = 0.0164526 (kT/hbar)
Repulsive level: spectral formula = 0.0164526 (kT/hbar)
Long chain: evolved current = 0.051296 (hopping/hbar)
Long chain: transmission formula = 0.051296 (hopping/hbar)
Ge doping = 5.0e+19 cm^-3
Barrier height = 0.55 eV
Relative permittivity = 16
Valley masses: long 1.60, transverse 0.08 m_0
Temperature = 300 K; kT = 25.85 meV
Metal band depth = 3.0 eV; lattice step = 0.25 nm
Mass along (100) normal = 0.1171 m_0
In-plane density mass = 0.2957 m_0
Lattice hopping = 5.207 eV
Fermi level above Ge band edge = 83.5 meV
Depletion width = 4.733 nm
Transmission at Fermi level, k_par=0 = 1.449e-02
Conductance per area = 1.652e+07 S/cm^2
Same from explicit k_par integral = 1.652e+07 S/cm^2
Contact resistivity = 6.052e-08 ohm cm^2
Share of conductance above barrier top = 0.000 %
Dopants in a cube of depletion width = 5.30
Relative spread of that number = 43.4 %
Conductance ratio, lattice step halved = 1.045
Conductance ratio, metal band depth doubled = 0.689
Conductance ratio, image force included = 1.322
Conductance ratio, two-band gap dispersion, 2 eV gap at L = 1.324
Conductance ratio, mobile-electron screening = 0.577
Conductance ratio, (111) face, three light valleys = 1.577
Conductance ratio, dopant number spread, two-value mean = 1.196
Conductance ratio, temperature 360 K = 1.093
Phonon energy = 37 meV; coupling = 45 meV
Forward bias = 50 mV
Phonon linewidth, last Ge site, Ge Fermi level = 5.53 meV
Channel current without phonons = 33.9757 nA per spin
Full current with phonons, from Ge = 33.6375 nA per spin
Full current with phonons, from metal = -33.6375 nA per spin
Transmission part with dressed G = 32.1022 nA per spin
Full current on coarser energy grid = 33.6452 nA per spin
```
